Polarizability at Imaginary Frequency from Causality, Passivity and the Sum Rule

The Casimir–Polder integral for the dispersion energy of two atoms contains their polarizabilities at imaginary frequency, α(iu). No monochromatic field has such a frequency, yet α(iu) can be obtained from ordinary absorption data. This problem asks how, and which physical assumption is responsible for each property of α(iu).

Consider N nonrelativistic electrons in a bound, nondegenerate, isotropic ground state |0⟩, with a gap to the first excited state. The nuclei are fixed, the potentials are local, and the field E(t) along z acts in the dipole approximation, H′ = −dE(t) with d = −eΣz_i. Units are Gaussian, fields vary as exp(−iωt), and u > 0 is an angular frequency. Sums over excited states n include the continuum.

**(a) Write the induced dipole as a causal response to the field. What does causality say about α(ω) at ω = iu?**

To first order in the field, the interaction-picture state is

|ψ(t)⟩ = |0⟩ + (i/ħ) ∫_{−∞}^t dt′ E(t′) d(t′)|0⟩.

The dipole has no mean value in |0⟩, so its expectation value to first order is

⟨d⟩(t) = ∫_{−∞}^t K(t−t′) E(t′) dt′,  K(t) = (i/ħ)⟨0|[d(t), d(0)]|0⟩.

The upper limit t expresses causality: later fields do not contribute, so the response kernel is zero for negative time. Inserting a complete set of states, with d_n0 = ⟨n|d|0⟩ and ω_n = (E_n − E_0)/ħ, gives

⟨0|d(t)d(0)|0⟩ = Σ_n |d_n0|² exp(−iω_n t).

The commutator subtracts the complex conjugate, which leaves −2i sin ω_n t. Hence, for t > 0,

K(t) = (2/ħ) Σ_n |d_n0|² sin ω_n t.  (1)

For E(t) = E_0 exp(−iωt), the substitution τ = t − t′ gives ⟨d⟩ = α(ω)E(t) with

α(ω) = ∫_0^∞ K(τ) exp(iωτ) dτ.

The kernel is bounded, |K| ≤ (2/ħ)⟨0|d²|0⟩. The integral therefore converges and is analytic wherever Im ω > 0. This is what causality supplies: negative τ, for which exp(iωτ) would grow, never enters. On the imaginary axis

α(iu) = ∫_0^∞ K(τ) exp(−uτ) dτ.  (2)

K is real, because a real field induces a real dipole, so α(iu) is real. Physically, ω = iu describes a field growing as exp(ut), and the dipole grows with it in a fixed real ratio, along the field or against it according to the sign of α(iu). Equation (2) does not yet fix the sign of α(iu), since K oscillates.

**(b) Express α(iu) through Im α on the positive real axis.**

The bound lines make K oscillate for ever, so the real axis is approached from above. For ε > 0 define

A_ε(ω) = Im α(ω+iε) = ∫_0^∞ K(t) exp(−εt) sin ωt dt.

This is the sine transform of K exp(−εt). Its inverse, for t > 0, is

K(t) exp(−εt) = (2/π) ∫_0^∞ A_ε(ω) sin ωt dω.

Causality is used here a second time. A kernel on the whole time axis has an even and an odd part, and the sine transform sees the odd part alone. Because K vanishes for t < 0, its odd part determines it completely.

Multiply by exp(−ut) and integrate over t. The time integral needed is

∫_0^∞ exp(−ut) sin ωt dt = Im [1/(u−iω)] = ω/(ω²+u²).

The order of integration may be exchanged because, by (1), A_ε is a sum of differences of Lorentzians whose total area is at most π⟨0|d²|0⟩/ħ. The result is

α(i(u+ε)) = (2/π) ∫_0^∞ ω A_ε(ω)/(ω²+u²) dω.

As ε → 0 each bound Lorentzian becomes a delta function, and

α(iu) = (2/π) ∫_0^∞ ω Im α(ω)/(ω²+u²) dω.  (3)

This is the Kramers–Kronig relation evaluated on the imaginary axis. The denominator has no zero there, so no principal value is needed.

**(c) Relate Im α to the photoabsorption cross section σ(ω). What follows for the sign and slope of α(iu), and on what assumption?**

For E = E_0 cos ωt the dipole is the real part of αE_0 exp(−iωt):

d(t) = E_0 [Re α cos ωt + Im α sin ωt].

The field does work at the rate E(t) ḋ(t). The Re α term averages to zero over a cycle, and the Im α term gives

P = ω Im α E_0² ⟨cos² ωt⟩ = (ω/2) Im α E_0².

Dividing by the intensity cE_0²/(8π) gives the cross section

σ(ω) = (4πω/c) Im α(ω).

Thus ω Im α = cσ/(4π), and (3) becomes

α(iu) = (c/2π²) ∫_0^∞ σ(ω)/(ω²+u²) dω.  (4)

The new assumption is passivity. The system starts in its ground state, so every ω_n is positive and it can take energy from the field but not deliver any. Indeed, the limit ε → 0 of A_ε, with K from (1), is

Im α(ω) = (π/ħ) Σ_n |d_n0|² δ(ω−ω_n) ≥ 0 for ω > 0.

Hence σ ≥ 0, and since σ is not zero everywhere, α(iu) > 0. Differentiating (4) gives

dα(iu)/du = −(cu/π²) ∫_0^∞ σ(ω)/(ω²+u²)² dω < 0.

So α(iu) is positive and strictly decreasing. Causality gave the representation; passivity gave the sign and the monotonic fall.

**(d) Find the behaviour of α(iu) at large u, and bound the error of the leading term.**

In (2) a large u selects short times. There K(0) = 0, because d commutes with itself, so the first quantity that matters is the initial slope

K′(0+) = (i/ħ)⟨0|[ḋ, d]|0⟩.

Local potentials and the electron repulsion commute with the positions, so only the kinetic energy contributes to ḋ = −(e/m)Σp_i, where p_i is the z momentum. With [p_i, z_j] = −iħδ_ij,

[ḋ, d] = (e²/m) Σ_ij [p_i, z_j] = −iħNe²/m,  K′(0+) = Ne²/m.

The same slope can be written in terms of absorption. From (1) it is (2/ħ)Σω_n|d_n0|², which by the expression for Im α in part (c) equals (2/π)∫ω Im α dω. Therefore

(c/2π²) ∫_0^∞ σ(ω) dω = Ne²/m.  (5)

This is the Thomas–Reiche–Kuhn sum rule. Now multiply (4) by u²:

u²α(iu) = (c/2π²) ∫_0^∞ σ(ω) u²/(ω²+u²) dω.

The factor u²/(ω²+u²) lies below 1, grows with u at each ω > 0, and tends to 1. Since σ is nonnegative and has the finite integral (5), u²α(iu) rises monotonically to

u²α(iu) → Ne²/m.  (6)

In atomic units α(iu) → N/u². Subtracting from (5) gives the deficit

Ne²/m − u²α(iu) = (c/2π²) ∫_0^∞ σ(ω) ω²/(ω²+u²) dω.

If S₂ = (c/2π²)∫ω²σdω is finite, replacing the denominator by u² shows that the deficit lies between 0 and S₂/u².

The limit is that of free electrons. In a field growing as exp(ut), the equation mz̈ = −eE has the solution z = −eE/(mu²), and N such electrons have the dipole Ne²E/(mu²). The binding has no time to act.

The interaction between electrons drops out of the limit but, in general, not of α at finite u. (A harmonic well is an exception: there the centre of mass separates and the repulsion does not affect α at all.) A one-dimensional model with two electrons in the softened Coulomb well −2/√(x²+1), in atomic units, shows this: switching on their repulsion 1/√((x₁−x₂)²+1) raises α(0) from 3.75 to 5.59 atomic units, while u²α(iu) at u = 100 is 1.9999 in both cases.

The limit (6) belongs to the stated model. A nonlocal potential, as in many pseudopotentials, need not commute with z, and then ḋ contains more than the momentum. At frequencies where relativity or the variation of the field across the atom matters, the starting Hamiltonian itself no longer holds.

**(e) For hydrogen with an infinitely heavy nucleus, derive the absorption spectrum and evaluate α(iu).**

Use atomic units, ħ = m = e = 1. Define oscillator strengths f_n = 2ω_n|d_n0|². Comparing Im α with σ gives σ = (2π²/c) df/dω, and (4) reads

α(iu) = Σ_n f_n/(ω_n²+u²) + ∫ (df/dω)/(ω²+u²) dω.

Neither the Hamiltonian nor d acts on the spin, so the spin degeneracy of the 1s level plays no part. The ground state has the radial function 2r exp(−r), and z connects it to p states. The angular integral contributes 1/3, so f = (2ω/3)R², where R is the radial integral of r.

*The p functions.* With energy −κ²/2 the radial equation is

χ″ = (2/r² − 2/r + κ²)χ.

Setting χ = r² exp(−κr) w gives

r w″ + (4−2κr) w′ + (2−4κ) w = 0.

In the variable x = 2κr this is Kummer's equation, with the regular solution w = M(2−1/κ, 4, 2κr). Bound states have κ = 1/n, and continuum states of momentum k have κ = ik.

*The radial integral.* Integrating the series of M term by term, and continuing analytically where the series does not converge, gives

∫_0^∞ r³ exp(−pr) M(a,4,qr) dr = 6p⁻⁴ (1−q/p)^(−a).

With p = λ+κ, q = 2κ and a = 2−1/κ, this becomes

J(λ) = 6 (λ−κ)^(1/κ−2) (λ+κ)^(−1/κ−2).

The dipole integral contains r⁴, so it needs one derivative with respect to λ:

−J′(1)/J(1) = −(1/κ−2)/(1−κ) + (1/κ+2)/(1+κ) = 2/(1−κ²).

The unnormalized integral is therefore

I = ∫_0^∞ χ · r · 2r exp(−r) dr = −2J′(1) = 24 (1−κ²)⁻³ [(1−κ)/(1+κ)]^(1/κ).

*Lines.* For κ = 1/n, M is 6(n−2)!/(n+1)! times the Laguerre polynomial L_q⁽³⁾ with q = n−2. The recurrence for xL_q⁽³⁾ and orthogonality give ∫x⁴ exp(−x)[L_q⁽³⁾]²dx = (2q+4)(q+3)!/q!. Hence

∫χ²dr = (n/2)⁵ · 36[(n−2)!/(n+1)!]² · 2n(n+1)!/(n−2)! = 9n⁵/[4(n²−1)].

With ω_n = (n²−1)/(2n²) and R² = I²/∫χ²dr,

f_n = (256/3) n⁵ (n−1)^(2n−4)/(n+1)^(2n+4).

*Continuum.* For κ = ik, the bracket in I becomes exp[−(2/k) arctan k]. For large |z|, M(a,4,z) ≈ 6[exp(z) z^(a−4)/Γ(a) + (−z)^(−a)/Γ(4−a)]. With a = 2+i/k and z = 2ikr, both terms have modulus 6(2kr)⁻² exp(−π/2k)/|Γ(2+i/k)|. After multiplication by r² exp(−ikr) they are complex conjugates, so χ oscillates with twice that modulus times r², the amplitude A = 3 exp(−π/2k)/(k²|Γ(2+i/k)|). Using |Γ(2+ix)|² = (1+x²)πx/sinh πx with x = 1/k,

A² = 9[1−exp(−2π/k)]/[2πk(1+k²)].

Normalization per unit energy requires the amplitude √(2/πk), because ∫sin kr sin k′r dr = (π/2)δ(k−k′) and δ(k−k′) = kδ(E−E′). Hence

R² = I² (2/πk)/A² = 256 (1+k²)⁻⁵ exp[−(4/k) arctan k]/[1−exp(−2π/k)].

With ω = (1+k²)/2,

df/dω = (256/3)(1+k²)⁻⁴ exp[−(4/k) arctan k]/[1−exp(−2π/k)].

At threshold, k → 0, this is (256/3)e⁻⁴, and σ = 0.2251 a₀², or 6.304 megabarn.

*The static value.* For the 1s–2p line f = 0.4162 and ω = 0.375, so it contributes

0.4162/0.375² = 2.960 a₀³.

All lines together give 3.6633 a₀³ and the continuum 0.8367 a₀³. Their sum is α(0) = 4.5000 a₀³, or 0.6668 Å³.

*Imaginary frequencies.* With u in hartree/ħ:

u = 0.1: α = 4.2503 a₀³, u²α = 0.0425
u = 0.5: α = 1.9054 a₀³, u²α = 0.4763
u = 1: α = 0.7424 a₀³, u²α = 0.7424
u = 2: α = 0.2245 a₀³, u²α = 0.8979
u = 10: α = 0.009924 a₀³, u²α = 0.9924
u = 100: α = 0.00009999 a₀³, u²α = 0.9999

α falls with u and u²α rises towards N = 1, as derived. The last row describes the dipole model rather than the real atom, since ua₀/c is about 0.7 there and the field is no longer uniform across the atom. The second moment is S₂ = 1.3333, so at u = 10 the deficit may be at most 0.01333; it is 0.00759.

The continuum supplies 0.8367/4.5000 = 19% of α at u = 0, but 0.2548/0.7424 = 34% at u = 1. At small u the weight 1/(ω²+u²) favours low frequencies. Once u exceeds the important ω the weights become nearly equal, and the share tends to the continuum's part of the total oscillator strength, 0.4350. Measured spectra cover a finite range, while (4) needs all frequencies. For hydrogen, omitting σ above a photon energy of 30 eV loses 0.9% of α at u = 0, 3.6% at u = 1 and 9% at u = 10; omitting it above 100 eV loses 0.6% at u = 10.

The numerical check obtains α(iu) without using σ, from a response calculation in a finite basis and from the Laplace transform of a propagated K(t). The first at every tabulated u, and the second at u = 0.5, 1 and 2, agree with the integral over σ within a relative tolerance of 10⁻⁶.

**(f) Which of these properties survive if the system starts in an excited state? Use a particle in a box, in its first excited level, as the example.**

The response is still causal and real, so (2) holds and α(iu) is real. The commutator is unchanged, so the oscillator strengths still add up to N. But a transition to a lower level has ω_n < 0 and hence f_n < 0. It amplifies the field by stimulated emission, and the net σ is negative at that frequency unless an upward transition of the same frequency outweighs it, as happens for an excited harmonic oscillator. The proof of positivity and monotonic fall in part (c) no longer applies.

Take ħ = m = e = L = 1, with L the length of the box. The levels are E_j = π²j²/2, and the dipole matrix element between the two lowest has magnitude 16/(9π²). The downward transition has ω = −3π²/2, so

f = 2(−3π²/2)[16/(9π²)]² = −256/(27π²) = −0.9607.

The upward transitions have positive f, but in the static limit their larger frequencies reduce their weight 1/ω². The negative term wins, and α(0) = −0.00131, whereas the ground level has α(0) = +0.00439.

As u grows the weights become more equal and the positive strengths take over. α(iu) passes through zero at u = 13.8 and is 0.00039 at twice that value. It must later fall again, because its limit is still 1/u²: at u = 10⁵ the product u²α is 0.999995. This α(iu) is real and has the free-electron tail, but it is neither positive throughout nor monotonic. Causality and the sum rule are therefore not enough for those two properties.

Calculated quantities

```
HYDROGEN, atomic units; u and w in hartree/hbar, alpha in a0^3
u, alpha(iu) from sigma, alpha(iu) direct, u^2 alpha (a.u.)
     0.0  4.5000000e+00  4.5000000e+00  0.000000
     0.1  4.2502983e+00  4.2502983e+00  0.042503
     0.5  1.9053884e+00  1.9053884e+00  0.476347
     1.0  7.4244075e-01  7.4244075e-01  0.742441
     2.0  2.2447361e-01  2.2447361e-01  0.897894
    10.0  9.9240922e-03  9.9240922e-03  0.992409
   100.0  9.9988981e-05  9.9988982e-05  0.999890
alpha(0) converted: 0.66683 angstrom^3
u= 0.0: bound part 3.663258, continuum part 0.836742 a0^3
u= 1.0: bound part 0.487597, continuum part 0.254843 a0^3
u=10.0: bound part 0.005641, continuum part 0.004283 a0^3
1s-2p line: w = 0.375 hartree/hbar, f = 0.416197
1s-2p share of alpha(0): 2.959621 a0^3
oscillator strength: bound 0.565004, continuum 0.434996
total oscillator strength: 1.00000000
sigma at threshold: 0.225131 a0^2
sigma at threshold converted: 6.3043 megabarn
sigma(w=1): closed form 0.03326053 a0^2
sigma(w=1): Coulomb-wave golden rule 0.03326053 a0^2
sigma(w=1): from Im alpha 0.03326053 a0^2
Im alpha(w=1): 0.362705 a0^3
Re alpha(w=1): -1.205980 a0^3
d alpha/du at u=1: direct -1.175168 a.u.
d alpha/du at u=1: from sigma -1.175167 a.u.
S2 (second moment of f): 1.333333 (hartree/hbar)^2
u= 10.0: deficit 1-u^2 alpha = 7.5908e-03, bound S2/u^2 = 1.3333e-02
u=100.0: deficit 1-u^2 alpha = 1.1018e-04, bound S2/u^2 = 1.3333e-04
kernel: K(t)/t at t = 0.01 a.u.: 0.999980 a.u.
Laplace transform of K at u=0.5: 1.9053884 a0^3
Laplace transform of K at u=1.0: 0.7424408 a0^3
Laplace transform of K at u=2.0: 0.2244736 a0^3
TWO-ELECTRON 1D MODEL, atomic units
no repulsion: alpha(0) 3.749, u^2 alpha at u=100 1.9999
repulsion:    alpha(0) 5.591, u^2 alpha at u=100 1.9999
PARTICLE IN A BOX, units hbar = m = e = L = 1
ground level: alpha(0) = 0.004389
first excited level: alpha(0) = -0.001309
first excited level: downward f = -0.96067
first excited level: alpha(iu) changes sign at u = 13.826
first excited level: alpha at twice that u = 0.000390
first excited level: u^2 alpha at u = 1e5: 0.999995
```
